# Implicit and explicit temperature shifts of phonons at constant pressure

## Question

I have the temperature slope $(\partial\omega/\partial T)_P$ of an optical phonon, measured at constant pressure. I am told to split it into an "implicit" part $-\gamma\alpha\omega$ and an "explicit" part at constant volume, and then to compare the ratio of the two for a covalent and an ionic crystal.

Three things stop me. Thermal expansion is itself an effect of anharmonicity, so why does $-\gamma\alpha\omega$ not contain the whole shift? Is $\alpha$ the linear or the volume coefficient? And does the type of bonding really determine the ratio, or do I need more data?

## Answer

### The separation

Take a cubic crystal under hydrostatic pressure. Its strain is then fixed by the volume $V$, and in equilibrium a phonon frequency is a function $\omega(V,T)$. Heating at constant pressure changes both arguments, so the chain rule gives

$$\left(\frac{\partial\omega}{\partial T}\right)_P=\left(\frac{\partial\omega}{\partial T}\right)_V+\left(\frac{\partial\omega}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P .$$

Define the isothermal mode Grüneisen parameter and the volume expansion coefficient by

$$\gamma=-\frac{V}{\omega}\left(\frac{\partial\omega}{\partial V}\right)_T,\qquad \alpha=\frac1V\left(\frac{\partial V}{\partial T}\right)_P .$$

The two factors in the last term are then $-\gamma\omega/V$ and $\alpha V$. The volume cancels in their product:

$$\left(\frac{\partial\omega}{\partial T}\right)_P=\underbrace{-\gamma\alpha\omega}_{I}+\underbrace{\left(\frac{\partial\omega}{\partial T}\right)_V}_{X}.$$

So $\alpha$ is the volume coefficient, three times the linear one in a cubic crystal. With the linear coefficient you would subtract only $I/3$, and the supposed explicit part would be $X+\tfrac23 I$.

In a non-cubic crystal, heating and compression generally change the shape in different ways. One $\gamma$ taken from hydrostatic compression is then not sufficient, and the implicit term must be a sum over the independent strains.

To use measured quantities, introduce the isothermal bulk modulus $B=-V(\partial P/\partial V)_T$. At fixed temperature,

$$\left(\frac{\partial\omega}{\partial P}\right)_T=\left(\frac{\partial\omega}{\partial V}\right)_T\left(\frac{\partial V}{\partial P}\right)_T=\left(-\frac{\gamma\omega}{V}\right)\left(-\frac VB\right)=\frac{\gamma\omega}{B}.$$

Hence $\gamma\omega=B(\partial\omega/\partial P)_T$, and

$$X=\left(\frac{\partial\omega}{\partial T}\right)_P+\alpha B\left(\frac{\partial\omega}{\partial P}\right)_T .$$

You therefore need the slope on heating, the slope on compression, $\alpha$ and $B$, all at the same temperature and pressure. The ratio you are asked for is $R=I/X$. Below I use $f=\omega/2\pi$; every term is divided by $2\pi$, so the identity and $R$ are unchanged.

### Why expansion is not the whole shift

Consider first the quasi-harmonic approximation, in which the frequencies depend on $V$ but not separately on $T$. Then $X=0$ by definition, yet the crystal can expand. With static energy $U(V)$ and $x_i=hf_i/kT$, its free energy is

$$F=U(V)+kT\sum_i\ln\!\left(2\sinh\frac{x_i}{2}\right).$$

Since $f_i$ has the Grüneisen parameter $\gamma_i$, $\partial x_i/\partial V=-\gamma_i x_i/V$. The pressure $P=-(\partial F/\partial V)_T$ is therefore

$$P=-U'(V)+\frac1V\sum_i\gamma_iE_i,\qquad E_i=\frac{hf_i}{2}\coth\frac{x_i}{2}.$$

Differentiating at constant volume turns each energy $E_i$ into a heat capacity $C_i$, so $(\partial P/\partial T)_V=\sum_i\gamma_iC_i/V$. Along an isobar, $0=(\partial P/\partial T)_V\,dT-B\,dV/V$, which gives

$$\alpha=\frac{1}{B}\left(\frac{\partial P}{\partial T}\right)_V=\frac{1}{BV}\sum_i\gamma_iC_i .$$

This is the part of anharmonicity that enters through the volume. A small $\alpha$ can result from a large $B$, from small $\gamma_i$, or from cancellation between modes with positive and negative $\gamma_i$.

Anharmonicity also couples the vibrations to each other while the volume is held fixed. The frequency of one mode then depends on how strongly the others are excited. This second effect is $X$.

### The explicit part from perturbation theory

A small model shows the origin of $X$ and its possible signs. Let an optical mode of frequency $f_O$ have occupation $N$ and dimensionless coordinate $Q=A+A^\dagger$. Let a bath mode of frequency $f_L$ have occupation $n$ and coordinate $q=a+a^\dagger$. Take

$$\frac Hh=f_O\left(N+\tfrac12\right)+f_L\left(n+\tfrac12\right)+c\,Qq^2+d\,Q^2q^2 ,$$

where the cubic coupling $c$ and the quartic coupling $d$ are frequencies. I work to first order in $d$ and second order in $c$.

The quartic term contributes its diagonal element. Since $\langle Q^2\rangle=2N+1$ and $\langle q^2\rangle=2n+1$, the level shifts by $d(2N+1)(2n+1)$. Raising $N$ by one raises this by $2d(2n+1)=4d(n+\tfrac12)$.

The cubic term has no diagonal element, because $Q$ changes $N$ by $\pm1$. The squared elements of $Q$ are $N+1$ for $N\to N+1$ and $N$ for $N\to N-1$. Those of $q^2$ are $(n+1)(n+2)$ for $n\to n+2$, $n(n-1)$ for $n\to n-2$, and $(2n+1)^2$ for unchanged $n$. Second-order perturbation theory divides each product by the initial minus the intermediate energy:

$$\begin{aligned}\frac{E_2}{hc^2}={}&-(n+1)(n+2)\left[\frac{N+1}{2f_L+f_O}+\frac{N}{2f_L-f_O}\right]\\&+n(n-1)\left[\frac{N+1}{2f_L-f_O}+\frac{N}{2f_L+f_O}\right]\\&+(2n+1)^2\left[-\frac{N+1}{f_O}+\frac{N}{f_O}\right].\end{aligned}$$

The last line equals $-(2n+1)^2/f_O$. It describes a static displacement of $Q$ and does not depend on $N$, so it leaves the optical transition frequency unchanged in this model. A $Q^3$ term, which is absent here, could change that.

The first two lines are linear in $N$. Their change when $N$ increases by one is the coefficient of $N$:

$$\left[n(n-1)-(n+1)(n+2)\right]\left[\frac1{2f_L-f_O}+\frac1{2f_L+f_O}\right].$$

The first bracket is $-(4n+2)=-4(n+\tfrac12)$, and the second is $4f_L/(4f_L^2-f_O^2)$. Together with the quartic term, the shift of the optical transition is

$$\Delta f=\kappa\left(n+\tfrac12\right),\qquad \kappa=4d-\frac{16f_Lc^2}{4f_L^2-f_O^2}.$$

The cubic contribution lowers the frequency if $2f_L>f_O$ and raises it if $2f_L<f_O$. The formula fails near $2f_L=f_O$, where the optical quantum is resonant with two bath quanta. The quartic contribution has the sign of $d$. So the sign of $X$ is not fixed in advance.

With several bath modes, each mode's $q_j^2$ leads to its own pair-excited states, and these contributions add. The static terms combine into a squared sum, but that sum is again independent of $N$. In a large crystal the coupling is spread over many modes, and I let $c^2$ and $d$ denote the summed strengths for a bath at one frequency.

Now average over the thermal occupation, with $x=hf_L/kT$ and $\bar n+\tfrac12=\tfrac12\coth(x/2)$. At fixed volume $f_O$, $f_L$ and $\kappa$ are constant, and $dx/dT=-x/T$. Therefore

$$X=\kappa\left(\frac{\partial\bar n}{\partial T}\right)_V=\kappa\left(-\frac{1}{4\sinh^2(x/2)}\right)\left(-\frac xT\right)=\frac{\kappa\,x}{4T\sinh^2(x/2)} .$$

At high temperature $\sinh(x/2)\to x/2$ and $X\to\kappa k/(hf_L)$, a constant slope. As $T\to0$ the bath freezes out and $X\to0$.

### Two model crystals

The ratio needs numbers, so I use two model crystals with round parameters. They represent no particular materials. Each cell has two atoms and six branches: two transverse acoustic (TA), one longitudinal acoustic (LA) and three optical. Each branch is given a single frequency, $f_i\propto V^{-\gamma_i}$.

| Input | covalent-like | ionic-like |
|---|---|---|
| $f$: TA, LA, optical (THz) | 4, 10, 15 | 2, 4, 6 |
| $\gamma_i$: TA, LA, optical | −0.5, 1, 1 | 1, 1.5, 2.5 |
| static bulk modulus $B_0$ (GPa) | 100 | 25 |
| cell volume $V_0$ (Å³) | 40 | 45 |

The input frequencies hold at $V_0$. The LA branch is the bath. In both crystals $c/f_O=0.04$ and $d/f_O=0.001$ at $V_0$, and $c$ and $d$ do not change with volume. Equal relative couplings are a controlled choice, not a property of the two bonding types.

The free energy per cell contains the static energy $\tfrac12B_0V_0(V/V_0-1)^2$, the harmonic terms above, and the anharmonic term $3h\kappa(\bar n_O+\tfrac12)(\bar n_L+\tfrac12)$, where the 3 counts the optical branches. This term is the part of the level shift proportional to $N+\tfrac12$, and it also affects the equation of state. The second-order energy $E_2$ contains further terms of order $c^2$ that depend on $n$ alone, such as the static one. The model leaves them out. They would change $\alpha$, $B$ and the equilibrium volume, and through them $R$ (by about 4% and 10% in the two crystals for a single bath mode, and by more if the same summed $c^2$ is spread over several modes whose static terms add before squaring), but not the separation identity or the formula for $\kappa$. Likewise, the measured $\gamma$ belongs to the shifted frequency $f_O+\kappa(\bar n_L+\tfrac12)$, so it need not equal the input $\gamma_i$.

Simulated heating and compression at 300 K and zero pressure give:

| Simulated measurement | covalent-like | ionic-like |
|---|---|---|
| $f$ (THz) | 14.72 | 5.240 |
| $(\partial f/\partial T)_P$ (GHz/K) | −0.5633 | −2.1991 |
| $(\partial f/\partial P)_T$ (Hz/Pa) | 151.35 | 503.33 |
| $\alpha$ ($10^{-6}$/K) | 6.692 | 120.50 |
| $B$ (GPa) | 101.20 | 27.118 |

**Covalent-like crystal.** The Grüneisen parameter is

$$\gamma=\frac{(101.20\times10^9)(151.35)}{14.72\times10^{12}}=1.04 .$$

The implicit part follows directly from the measured slopes:

$$I=-(6.692\times10^{-6})(101.20\times10^9)(151.35)\ \text{Hz/K}=-0.1025\ \text{GHz/K}.$$

Subtracting it from the total gives

$$X=-0.5633+0.1025=-0.4608\ \text{GHz/K},\qquad R=\frac{-0.1025}{-0.4608}=0.22 .$$

**Ionic-like crystal.** In the same way $\gamma=2.60$, and

$$I=-(120.50\times10^{-6})(27.118\times10^9)(503.33)\ \text{Hz/K}=-1.645\ \text{GHz/K},$$

$$X=-2.199+1.645=-0.554\ \text{GHz/K},\qquad R=\frac{-1.645}{-0.554}=2.97 .$$

The implicit part is thus 18% of the total in the first crystal and 75% in the second. In wavenumbers, $I$ and $X$ are −0.0034 and −0.0154 cm⁻¹/K for the covalent-like crystal, and −0.0549 and −0.0185 cm⁻¹/K for the ionic-like one.

One feature of the model is unlike real solids. The quadratic static energy gives a static modulus $B_0V/V_0$, that is $dB/dP=-1$, so these crystals stiffen as they expand; this is why $B$ exceeds $B_0$ in the table. Real solids typically have $dB/dP$ near 4 to 5 and soften on heating. With a Murnaghan static energy and $dB/dP$ between 4 and 5, the ionic-like crystal has $B\approx21$ to 22 GPa, $\alpha\approx149$ to $156\times10^{-6}$ per kelvin and $R\approx3.6$ to 3.8, with $X$ almost unchanged, while the covalent-like $R$ moves only to 0.23. The ordering at 300 K survives, but the value 2.97 depends on this choice.

The explicit parts can be compared with the perturbation formula, which uses no isobaric slope. At the equilibrium volumes it gives

$$X_{\text{cov}}=(-270.7\ \text{GHz})(1.702\times10^{-3}\ \text{K}^{-1})=-0.461\ \text{GHz/K},$$

$$X_{\text{ion}}=(-103.15\ \text{GHz})(5.3747\times10^{-3}\ \text{K}^{-1})=-0.554\ \text{GHz/K}.$$

Both agree with the separation. The simulated frequency is itself built from $\kappa$, so this agreement confirms that the separation recovers the constant-volume slope; it does not test the formula for $\kappa$. The numerical check also tests the formula for $\kappa$ by diagonalizing one optical mode weakly coupled to two bath modes. At $c/f_O=0.002$ the largest difference is 0.07% of the perturbative shift. That coupling is twenty times weaker than in the model crystals. If $c/f_O=0.04$ and $d/f_O=0.001$ act through a single bath mode with $f_L/f_O=2/3$, diagonalization in a finite basis gives a shift 13% larger in magnitude than the formula at $n=0$ and 20% larger at $n=1$. The excess reaches 29% at $n=2$, and at $n=3$ the unperturbed state with one optical quantum has only about one-third weight in any single eigenstate; such bath levels are populated in the ionic-like crystal at 300 K, where $\bar n\approx1.2$. In the model crystals the lowest-order $\kappa$ is therefore part of the definition of the model, not a converged result for that coupling.

Both diagonalizations describe levels near the minimum at zero displacement. They use $c^2>df_L$, for which the coefficient of $q^2$ in the potential, $f_L/4+cQ+dQ^2$, is negative over a range of $Q$. The Hamiltonian then has no lowest energy, and higher-order terms would be needed to make it stable at large displacements.

### What makes the ratios different

Divide each part by $f$ to compare relative slopes. From the covalent-like to the ionic-like crystal, $|X|/f$ grows from $3.1\times10^{-5}$ to $1.06\times10^{-4}$ per kelvin, a factor of 3.4. Most of this comes from the lower bath frequency, which raises $(\partial\bar n/\partial T)_V$ by a factor of 3.2, while $|\kappa|/f$ grows by only 7%. Over the same step $|I|/f=\gamma\alpha$ grows from $7.0\times10^{-6}$ to $3.14\times10^{-4}$ per kelvin, a factor of 45. The increase of $R$ therefore comes from the implicit part, and the larger explicit part offsets some of it.

Changing one group of properties of the covalent-like crystal at a time shows the causes within this model:

- With the ionic-like set of $\gamma_i$, $R$ rises from 0.22 to 2.11. These parameters act twice, in the $\gamma$ of the optical mode and in $\alpha$.
- With the ionic-like $B_0$ and $V_0$, $R$ rises to 0.74, mainly because a softer crystal expands more under the same thermal pressure.
- With the TA value changed from −0.5 to +0.5, $\alpha$ rises from 6.7 to $13.2\times10^{-6}$ per kelvin and $R$ rises to 0.44. The negative $\gamma_i$ had been suppressing the expansion.
- With the ionic-like frequencies (same $c/f_O$ and $d/f_O$), $R$ falls from 0.22 to 0.13. This group of properties works against the others.

At 300 K, a stiff crystal with partly cancelling $\gamma_i$ thus tends towards small $R$, and a soft one with large positive $\gamma_i$ towards large $R$. This ordering of $|R|$ need not hold at low temperature. At 50 K the covalent-like model has $\alpha=-1.1\times10^{-6}$ per kelvin and $R=-4.5$, against $R=2.5$ for the ionic-like model: the low-frequency TA branches with negative $\gamma_i$ dominate the expansion, while the higher-frequency bath that drives $X$ has largely frozen out. The words "covalent" and "ionic" help only as far as they indicate these properties.

They do not determine $R$, because $X$ depends on the mode couplings as well. If $d/f_O$ in the ionic-like crystal is raised from 0.001 to 0.008, the quartic term outweighs the cubic one and $\kappa$ becomes positive. The simulated measurement then gives

$$X=-1.074+1.421=+0.347\ \text{GHz/K},\qquad R=\frac{-1.421}{0.347}=-4.1 .$$

The implicit part now exceeds the total in magnitude, and the explicit part opposes it. The implicit part has changed too, from −1.645 to −1.421 GHz/K, since the coupling changes all three factors of $-\gamma\alpha f$: $\alpha$ falls by 11%, the measured $\gamma$ falls by 8%, and $f$ rises by 6%. When $X$ passes through zero, $R$ diverges, so it is safer to report $I$ and $X$ separately along with their ratio.

### How accurate the explicit part is

You obtain $X$ by subtraction. Suppose the total slope is correct but $I$ has a relative error $\varepsilon$. Then $X$ changes by $-\varepsilon I$, and relative to $X$ itself

$$\frac{\delta X}{X}=-\varepsilon\frac IX=-\varepsilon R .$$

If $\alpha$ is 5% too large, the magnitude of $X$ comes out 1.1% too small for the covalent-like crystal, but 15% too small for the ionic-like one. Using the linear expansion coefficient does more damage: in the ionic-like crystal it would give $X=-1.65$ GHz/K instead of −0.554 GHz/K.

For your own crystals, the bonding type is therefore not enough. Collect $(\partial\omega/\partial T)_P$, $(\partial\omega/\partial P)_T$, $\alpha$ and $B$ at one temperature and pressure, and check that the uncertainties of both the total slope and $I$ are small compared with the $X$ you obtain.

## Computed results

```
temperature: 300 K, pressure: 0 GPa
largest relative error of perturbative shift: 6.8e-04
--- covalent-like crystal ---
input f (TA, LA, optical): [ 4. 10. 15.] THz
input gamma (TA, LA, optical): [-0.5  1.   1. ]
input static bulk modulus: 100 GPa, cell volume V0: 40 A^3
input c/f_opt: 0.040, d/f_opt: 0.0010
equilibrium V/V0: 1.00475
observed optical f: 14.7245 THz
volume expansion alpha: 6.692 1e-6/K
isothermal bulk modulus B: 101.204 GPa
(df/dP)_T: 151.34925 Hz/Pa
measured gamma: 1.0402
total (df/dT)_P: -0.5633 GHz/K
implicit part: -0.1025 GHz/K
explicit part: -0.4608 GHz/K
kappa at equilibrium: -270.71 GHz
(dn/dT)_V of bath: 1.7022 1e-3/K
explicit part from kappa*dn/dT: -0.4608 GHz/K
ratio R = implicit/explicit: 0.222
implicit/total: 0.182
total, implicit, explicit: -0.01879, -0.00342, -0.01537 cm^-1/K
change of explicit part if alpha is 5% larger: -1.1 %
explicit part if linear alpha is misused: -0.5291 GHz/K
--- ionic-like crystal ---
input f (TA, LA, optical): [2. 4. 6.] THz
input gamma (TA, LA, optical): [1.  1.5 2.5]
input static bulk modulus: 25 GPa, cell volume V0: 45 A^3
input c/f_opt: 0.040, d/f_opt: 0.0010
equilibrium V/V0: 1.04176
observed optical f: 5.2401 THz
volume expansion alpha: 120.498 1e-6/K
isothermal bulk modulus B: 27.118 GPa
(df/dP)_T: 503.32949 Hz/Pa
measured gamma: 2.6048
total (df/dT)_P: -2.1991 GHz/K
implicit part: -1.6447 GHz/K
explicit part: -0.5544 GHz/K
kappa at equilibrium: -103.15 GHz
(dn/dT)_V of bath: 5.3747 1e-3/K
explicit part from kappa*dn/dT: -0.5544 GHz/K
ratio R = implicit/explicit: 2.967
implicit/total: 0.748
total, implicit, explicit: -0.07335, -0.05486, -0.01849 cm^-1/K
change of explicit part if alpha is 5% larger: -14.8 %
explicit part if linear alpha is misused: -1.6508 GHz/K
--- variations ---
covalent-like with ionic-like gammas: R = 2.109
covalent-like with ionic-like B and V0: R = 0.740
covalent-like with TA gamma +0.5: alpha = 13.191 1e-6/K, R = 0.435
ionic-like with d/f_opt = 0.008: total -1.0743, implicit -1.4209 GHz/K
  explicit 0.3466 GHz/K, R = -4.100
```
